# Arcsine energy distribution of ions crossing a slowly oscillating collisionless sheath

## What the mean voltage hides

Take a sheath whose voltage swings sinusoidally between 50 V and 350 V. If the electrode is assigned ions at the mean voltage, a surface process is designed for ions near 200 eV. In the slow limit, however, only about 2% of the ions arrive in a 10 eV window around the mean energy, while about 12% arrive in the lowest 10 eV and another 12% in the highest 10 eV. The mean energy is correct, yet it is the least likely energy in the whole range. The two peaks could also be misread as two groups of ions, although a single group, entering steadily, produces both.

## The model and its conventions

The sheath is planar and free of collisions. The coordinate $z$ runs from a fixed entrance plane at $z=0$ to the electrode at $z=L$. The entrance plane lies in the plasma, at or beyond the farthest point that the sheath edge reaches. The potential $\phi(z,t)$ is zero there, and at the electrode
$$\phi(L,t)=-V(t),\qquad V(t)=V_0+V_1\sin\omega t,\qquad V_0>V_1>0 .$$

Ions of charge $+e$ and mass $M$ pass the entrance plane at a steady rate, all with the same normal kinetic energy $E_{\rm in}$. The symbol $E$ denotes the kinetic energy of normal motion at the electrode. An ion enters at time $t_e$ and arrives at $t_a$. The period is $P=2\pi/\omega$.

## Energy of one ion

The total energy of normal motion is $H=\tfrac12Mv^2+e\phi(z,t)$. Along the path,
$$\frac{dH}{dt}=v\left(M\frac{dv}{dt}+e\frac{\partial\phi}{\partial z}\right)+e\frac{\partial\phi}{\partial t}=e\frac{\partial\phi}{\partial t},$$
because the bracket vanishes by Newton's law. At entry $H=E_{\rm in}$, and at arrival $H=E-eV(t_a)$. Integration gives
$$E=E_{\rm in}+eV(t_a)+e\int_{t_e}^{t_a}\frac{\partial\phi}{\partial t}\,dt .$$

If the potential nowhere changes faster than at the electrode, then $|\partial\phi/\partial t|\le\omega V_1$, and the integral term is at most $e\omega V_1(t_a-t_e)$ in magnitude. When the transit time is negligible beside the period, it drops out:
$$E=E_{\rm in}+eV(t_a).$$

The mass has disappeared. In this limit, singly charged ions of different mass but equal entrance energy have the same energy range.

## From time to energy

In the same limit the ions also arrive at a constant rate. The fraction with energies between $E$ and $E+dE$ is then the fraction of the period during which the voltage supplies those energies. Each time $t_j$ at which $E$ is reached contributes $dE/|dE/dt|$, so
$$f(E)=\frac1P\sum_j\frac{1}{|e\,dV/dt|_{t_j}} .$$

Write $E_0=E_{\rm in}+eV_0$ and $y=(E-E_0)/(eV_1)=\sin\omega t$. Then
$$\left|e\frac{dV}{dt}\right|=\omega eV_1|\cos\omega t|=\omega eV_1\sqrt{1-y^2}.$$

For $|y|<1$ there are two such times per period, one on the rising branch and one on the falling branch, with equal slopes in magnitude. Since $P\omega=2\pi$,
$$f(E)=\frac{2}{2\pi eV_1\sqrt{1-y^2}}=\frac{1}{\pi\sqrt{(eV_1)^2-(E-E_0)^2}} .$$

Factoring the difference of squares, with $E_{\max}=E_0+eV_1$ and $E_{\min}=E_0-eV_1$, gives
$$\boxed{f(E)=\frac{1}{\pi\sqrt{(E_{\max}-E)(E-E_{\min})}}}$$
between the two limits, and zero outside. The peaks sit at $e$ times the extreme voltages plus the entrance energy. They arise because the voltage lingers where its slope vanishes.

## Why the infinite peaks are harmless

Substitute $E'=E_0+eV_1\sin\chi$ in the integral of $f$ from $E_{\min}$ to $E$. The square root becomes $eV_1\cos\chi$ and cancels against $dE'=eV_1\cos\chi\,d\chi$:
$$F(E)=\frac1\pi\int_{-\pi/2}^{\arcsin y}d\chi=\frac12+\frac1\pi\arcsin\frac{E-E_0}{eV_1}.$$

This rises from 0 to 1, so the distribution is normalized. Its inverse sine gives the law its name. The time averages of $\sin\omega t$ and $\sin^2\omega t$ are 0 and $\tfrac12$, so the mean energy is $E_0$ and the rms spread is $eV_1/\sqrt2$.

An ion lies within $\delta$ of the upper limit if $\sin\omega t>1-\delta/(eV_1)$. Measured from the crest, the phase must be smaller in magnitude than $\arccos[1-\delta/(eV_1)]$. Twice this angle, divided by $2\pi$, is the fraction
$$p(\delta)=\frac1\pi\arccos\left(1-\frac{\delta}{eV_1}\right)\approx\frac1\pi\sqrt{\frac{2\delta}{eV_1}}\qquad(\delta\ll eV_1).$$

The approximation uses $\cos\psi\approx1-\psi^2/2$. The lower end has the same fraction, since a shift of half a period exchanges crest and trough.

The average density in an end window, $p(\delta)/\delta$, grows as $\delta^{-1/2}$ when the window shrinks. The height of a peak in a histogram therefore depends on the bin width, whereas the fraction of ions in a stated window is a definite quantity.

As $V_1\to0$, the two limits merge and all ions arrive at $E_0$. As $V_1\to V_0$, the lower peak approaches $E_{\rm in}$, but the minimum voltage then becomes too small for the high-voltage sheath model used below.

## Other waveforms

Let $\theta=\omega t$, and let a smooth waveform have a single quadratic extremum at an end of its energy range, with $\kappa=e|d^2V/d\theta^2|$ there. Near it the energy differs from the limit by $\tfrac12\kappa(\Delta\theta)^2$. This is less than $\delta$ for $|\Delta\theta|<\sqrt{2\delta/\kappa}$, so the end fraction is
$$p(\delta)\approx\frac{2}{2\pi}\sqrt{\frac{2\delta}{\kappa}}=\frac1\pi\sqrt{\frac{2\delta}{\kappa}} .$$

The inverse-square-root peak survives, but its weight depends on the curvature. For the sine, $\kappa=eV_1$ at both ends.

Now add a second harmonic: $V=V_0+V_1\cos\theta+V_2\cos2\theta$ with $V_1>4V_2>0$. Its slope is $-\sin\theta\,(V_1+4V_2\cos\theta)$, so the only extrema are at $\theta=0$ and $\pi$. The curvatures are $e(V_1+4V_2)$ at the maximum and $e(V_1-4V_2)$ at the minimum. With $V_1=150$ V and $V_2=20$ V these are 230 eV and 70 eV. For $\delta=0.5$ eV the formula gives
$$\frac1\pi\sqrt{\frac{1}{230}}=0.021,\qquad \frac1\pi\sqrt{\frac{1}{70}}=0.038,$$
in agreement with direct sampling of the waveform. Unequal peaks therefore do not by themselves indicate an unsteady ion supply. At $V_1=4V_2$ the lower curvature vanishes and the quadratic formula no longer applies.

## A sheath that moves

To see how slow is slow enough, a definite field is needed. For cold ions starting from rest at the sheath edge, with no electrons in the sheath, let $U(x)$ be the potential drop at distance $x$ from the edge. At fixed ion current density $J$, Poisson's equation reads
$$\varepsilon_0\frac{d^2U}{dx^2}=\frac{J}{\sqrt{2eU/M}} .$$

Insert $U=Cx^{4/3}$. The left side is $\tfrac49\varepsilon_0Cx^{-2/3}$ and the right side is $J\sqrt{M/2e}\,C^{-1/2}x^{-2/3}$. The powers agree, and
$$C^{3/2}=\frac{9J}{4\varepsilon_0}\sqrt{\frac{M}{2e}} .$$

The sheath width follows from $Cs^{4/3}=V$, so $s=(V/C)^{3/4}$. Because $J$ is held fixed, $C$ does not change with voltage. Seen from its edge, the potential profile is frozen, and only the edge moves.

This profile, known as Child's law, is used as a prescribed field. The ions sent through it enter at the Bohm speed $u=\sqrt{k_BT_e/M}$, not from rest, so the model is not a self-consistent plasma solution. The entrance plane is placed at the farthest edge position, $L=s(V_0+V_1)$. Between that plane and the edge the ions drift at $u$.

### Energy to first order in frequency

The edge is at $z_e=L-s(t)$ and has velocity $w=-ds/dt$. In its frame the ion has position $x=z-z_e$ and velocity $\dot x=v-w$. The inertial force $-M\ddot z_e$ is of order $\omega^2$ and is dropped. Energy is then conserved in this frame. The ion enters the field with $\dot x=u-w$ and meets the electrode at $x=s(t_a)$, where $Cs^{4/3}=V(t_a)$:
$$\tfrac12M\dot x_a^2=\tfrac12M(u-w)^2+eV(t_a).$$

The change of $w$ during the crossing is also of order $\omega^2$, so one value of $w$ suffices. Returning to the laboratory frame with $v=\dot x_a+w$ and keeping first-order terms,
$$E=\tfrac12M\dot x_a^2+Mw\dot x_a=E_{\rm in}-Muw+eV(t_a)+Mwv_w ,$$
where $v_w=\sqrt{2(E_{\rm in}+eV)/M}$ is the impact speed for a frozen voltage. Hence
$$E-E_{\rm in}-eV(t_a)=-M\frac{ds}{dt}(v_w-u).$$

When the voltage rises, the sheath expands and the ion arrives with less energy than the instantaneous voltage suggests. When the voltage falls, it arrives with more.

### Arrival rate to first order

If no ion overtakes another, those that enter during $dt_e$ are those that arrive during $dt_a$. Let $T(V)$ be the transit time from the entrance plane at frozen voltage. Then $t_e=t_a-T(V(t_a))$, up to a correction of order $\omega$ whose time derivative is of order $\omega^2$. The ratio of arriving to entering flux is
$$\frac{\Gamma_a}{\Gamma_0}=\frac{dt_e}{dt_a}\approx1-\frac{dT}{dV}\frac{dV}{dt}.$$

The transit time has a drift part and a sheath part, $T=(L-s)/u+T_s$. The drift part contributes $+(ds/dt)/u$ to the flux ratio: an expanding sheath sweeps up slow ions. Since $u$ is much smaller than the impact speed, this layer can set the limit on frequency even when the sheath itself is crossed quickly.

## Why the first-order changes cancel

Both corrections are a function of $V$ times $\dot V=dV/dt$. Write the flux ratio as $1+a(V)\dot V$ and the energy as $\varepsilon(V)+b(V)\dot V$, with $\varepsilon=E_{\rm in}+eV$. For any smooth function $G(E)$, the average over arriving ions is
$$\langle G\rangle=\frac1P\int_0^P(1+a\dot V)\,G(\varepsilon+b\dot V)\,dt .$$

Expanding to first order in $\dot V$,
$$\langle G\rangle=\frac1P\int_0^PG(\varepsilon)\,dt+\frac1P\int_0^P\left[aG(\varepsilon)+bG'(\varepsilon)\right]\dot V\,dt+O(\omega^2).$$

The second integrand is a function of $V$ alone times $\dot V$, hence the time derivative of a periodic function. Its integral over a period is zero. Physically, the rising and falling branches pass each voltage with corrections of opposite sign. A faster passage has a larger correction but lasts for a proportionally shorter time, so the two contributions cancel. The argument does not require a sinusoid.

The cancellation concerns smooth averages, such as the mean energy. It is not a pointwise expansion of $f$ at its singular ends, where even a small shift of a limit changes the density without bound. Nor does it protect the cumulative fraction right at an end: by the square-root law for $p(\delta)$, a shift of a limit of order $\omega^2$ changes that fraction at order $\omega$.

## Worked example at 100 kHz

The round model parameters are $M=40$ u, electron temperature 3 eV, sheath-edge density $10^{17}$ m$^{-3}$, $V_0=200$ V and $V_1=150$ V. The period is 10 µs. The Bohm speed is 2690 m/s, and the entrance energy is half the electron temperature, 1.5 eV. Therefore
$$E_{\min}=1.5+50=51.5\ \text{eV},\qquad E_{\max}=1.5+350=351.5\ \text{eV}.$$

The mean is 201.5 eV and the rms spread is $150/\sqrt2=106.1$ eV. The two main energies are $8.25\times10^{-18}$ J and $5.63\times10^{-17}$ J. For 10 eV windows,
$$p=\frac1\pi\arccos\left(1-\frac{10}{150}\right)=0.117,$$
while the central window holds
$$\frac2\pi\arcsin\frac{5}{150}=0.0212 .$$

Each end window thus holds 5.5 times as many ions as the central one.

**Limits of the example.** The lowest voltage, 50 V, is only about 17 times the electron temperature in volts, so leaving the electrons out of the sheath is a rough approximation there. The widths and transit times below are model values. With electrons and the entrance speed included in Poisson's equation, the distance swept by the edge is roughly ten percent larger, and the widths themselves are larger by tens of percent, most at the lowest voltage and depending on where the edge is placed. The chosen voltages also require an electrode with a path for direct current. Even at 50 V almost no plasma electrons reach it, so it collects a net ion current throughout the cycle. Behind a blocking capacitor the mean current must be zero, and the sheath voltage must fall much lower during part of each cycle to let electrons arrive.

**Transit time.** The sheath width varies from 0.266 mm to 1.146 mm. At the lowest voltage an ion must drift through the difference, 0.880 mm, which takes $0.880\times10^{-3}/2690=0.327$ µs. This is most of the longest frozen transit time, 0.361 µs. The longest transit does belong to the lowest voltage: raising $V$ moves the edge outward and increases the potential drop at every point behind it, so no part of the path is crossed more slowly. The product of $\omega$ and the longest transit time is 0.23, small but not negligible.

**Energy correction.** At the mean voltage on the rising branch, $s\propto V^{3/4}$ gives
$$\frac{ds}{dt}=\frac34\frac{s}{V_0}\omega V_1=\frac34\cdot\frac{0.753\times10^{-3}}{200}\cdot(6.28\times10^5)(150)\approx266\ \text{m/s}.$$

This is 0.099 of the Bohm speed. Since $Mu^2=2E_{\rm in}=3$ eV and $v_w/u=\sqrt{201.5/1.5}=11.6$, the energy deviation is
$$-3\times0.099\times(11.6-1)\approx-3.1\ \text{eV}.$$

Integrated trajectories give a largest deviation of 3.2 eV in magnitude over the cycle, about 1% of the 300 eV width. The first-order formula misses the computed deviations by at most 1.8% of that largest value. At 50 kHz the corresponding miss is 0.9%.

**Flux and averages.** The arriving flux varies by up to 9.2% relative to the entering flux. Yet the mean energy shifts by only 0.070 eV. At 50 kHz the shift is 0.0175 eV, smaller by a factor of 4, whereas a first-order effect would have halved. The mean-square energy shows the same quadratic scaling, with a ratio of 3.99. These ratios confirm the cancellation for a sinusoidal voltage, but they do not test it for other waveforms. For a sine, replacing $\omega$ by $-\omega$ only relabels the entry phases, so averages over all phases contain only even powers of $\omega$ by symmetry alone.

The cumulative distribution of 256 trajectories at 100 kHz differs from the arcsine law by at most 0.005. One ion changes the sampled distribution by $1/256\approx0.004$, so this comparison does not resolve a finite-frequency distortion.

## What the peaks mean for impact angle

A planar field exerts no sideways force, so an ion keeps its transverse kinetic energy $E_\perp$. If $\alpha$ is the angle of impact from the surface normal,
$$\tan\alpha=\frac{v_\perp}{v_z}=\sqrt{\frac{E_\perp}{E}} .$$

For the same $E_\perp$, an ion at the lower peak has a tangent larger by $\sqrt{351.5/51.5}=2.6$ than one at the upper peak. The low-energy peak therefore brings the more oblique ions.

## Where the law fails

When an ion spends several periods in the sheath, the voltage at arrival no longer fixes its energy. Suppose the oscillating force has amplitude $F_1$ and both $F_1$ and the speed $v$ change little in one period. The oscillating work, $\int F_1v\cos\omega t\,dt$, then has amplitude $F_1v/\omega$: successive half-cycles nearly cancel, and the spread narrows as the frequency rises. In the same prescribed field at 60 MHz, the computed rms spread is 3.1 eV, against 106.1 eV in the slow limit. This single frequency shows the narrowing but does not test the $1/\omega$ estimate, whose premise is not yet met: at the impact speed of about $3.1\times10^4$ m/s an ion covers 0.5 mm in one period, nearly half the sheath. In this range the narrowing is a trend with oscillations on it, not a steady decrease, and $1/\omega$ is approached only at higher frequency. A self-consistent sheath at that frequency would also need a different field, because the ion density could not follow the moving edge as Child's law assumes.

Collisions break the energy balance from which the derivation began. A spread in entrance energy leaves the balance intact, but the distribution must then be averaged over $E_{\rm in}$, which smooths the peaks. If the plasma supplies ions at a rate that varies during the cycle, each time in the sum for $f(E)$ must be weighted by the flux at that time, and the two peaks can become unequal even for a sinusoidal voltage.

The numerical output below lists the computed values.

## Numbers as computed

```
Ion mass: 40 u
Electron temperature: 3 eV
Sheath-edge density: 1e+17 m^-3
Mean voltage V0: 200 V
Voltage amplitude V1: 150 V
Frequency: 100 kHz
Period: 10 us
Bohm speed: 2690 m/s
Entrance energy: 1.5 eV
Minimum energy: 51.5 eV
Maximum energy: 351.5 eV
Mean energy: 201.5 eV
Rms energy spread: 106.1 eV
Density at mid-energy: 0.002122 eV^-1
End and central window width: 10 eV
Fraction in each end window, formula: 0.1169
Fraction in top window, sampled: 0.1169
Fraction in central window, sampled: 0.02122
End-to-central fraction ratio: 5.507
Small end window: 0.5 eV
Small-window fraction, sampled: 0.026
Small-window fraction, square-root law: 0.02599
Second-harmonic amplitude in other waveform: 20 V
Other waveform, top small-window fraction: 0.021
Other waveform, bottom small-window fraction: 0.03799
Sheath width at minimum voltage: 0.2663 mm
Sheath width at mean voltage: 0.7531 mm
Sheath width at maximum voltage: 1.146 mm
Shortest frozen transit from fixed plane: 0.06559 us
Longest frozen transit from fixed plane: 0.3606 us
omega times longest frozen transit: 0.2265
Largest frozen-run numerical energy error: 0.00046 eV
Largest energy deviation at half frequency: 1.606 eV
Largest energy deviation at full frequency: 3.217 eV
Relative error of energy correction, half frequency: 0.00919
Relative error of energy correction, full frequency: 0.0182
Largest relative flux change, half frequency: 0.046
Largest relative flux change, full frequency: 0.0924
Relative error of flux correction, half frequency: 0.0171
Relative error of flux correction, full frequency: 0.0338
Mean-energy shift, half frequency: 0.0175 eV
Mean-energy shift, full frequency: 0.0699 eV
Mean-energy shift ratio on doubling frequency: 4
Mean-square shift ratio on doubling frequency: 3.99
Largest cumulative-distribution difference: 0.00489
Number of ions per frequency: 256
Fast-limit test frequency: 60 MHz
Fast-limit rms energy spread: 3.106 eV
```
